# Sirlin's function for beta spectra and its large-endpoint average: test program

```python
"""Order-alpha correction to an allowed beta spectrum (Sirlin's function g).

Result under test: virtual plus real photons multiply the spectrum p E (E0-E)^2 by
  1 + (alpha/2 pi) [ 2 pi^2/beta + g(E,E0) + 3 ln(Lambda/m_p) + 3/2 ]
for a static daughter charge and a Pauli-Villars photon of mass Lambda, and
the average of g tends to 3 ln(m_p/2E0) + 81/10 - 4 pi^2/3 for m << E0.
Symbols: E electron energy, E0 endpoint (both total), m electron mass,
beta = p/E, chi = artanh(beta), lam = infrared photon mass, Lam = Lambda.
Loop tests use m = 1 and give corrections in units of alpha/(2 pi).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import spence

PI = np.pi


def li2(z):
    return spence(1.0 - z)


def sirlin_g(E, E0, m, mp):
    beta = np.sqrt((E - m) * (E + m)) / E
    chi = np.arccosh(E / m)
    D = E0 - E
    return (3 * np.log(mp / m) - 0.75
            + 4 * (chi / beta - 1) * (D / (3 * E) - 1.5 + np.log(2 * D / m))
            - 4 / beta * li2(2 * beta / (1 + beta))
            + chi / beta * (2 * (1 + beta**2) + D**2 / (6 * E**2) - 4 * chi))


def panels(edges, n=20):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(n)
    a, b = np.asarray(edges[:-1]), np.asarray(edges[1:])
    half = (b - a) / 2
    nodes = ((a + b) / 2)[:, None] + half[:, None] * x
    return nodes.ravel(), (half[:, None] * w).ravel()


COS, WCOS = np.polynomial.legendre.leggauss(80)


# ---------- Dirac algebra with explicit matrices ----------
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
Z2x2 = np.zeros((2, 2))
G = [np.diag([1, 1, -1, -1]).astype(complex)]
G += [np.block([[Z2x2, s], [-s, Z2x2]]) for s in sig]
G5 = 1j * G[0] @ G[1] @ G[2] @ G[3]
ONE = np.eye(4)


def slash(v):
    return v[0] * G[0] - v[1] * G[1] - v[2] * G[2] - v[3] * G[3]


def bar(X):
    return G[0] @ X.conj().T @ G[0]


def lepton_trace(p4, A, B, indices):
    """Interference of electron-line factors A, B, averaged over neutrino direction."""
    total = 0
    for axis in range(3):
        for sign in (1, -1):
            q = np.zeros(4)
            q[0], q[axis + 1] = 1, sign
            for mu in indices:
                V = G[mu] @ (ONE - G5)
                total += np.trace((slash(p4) + ONE) @ A @ V @ slash(q)
                                  @ bar(V) @ bar(B))
    return total.real / 6


def emission_weight(E, w, c):
    """Derived photon emission probability density relative to tree level."""
    b = np.sqrt(E * E - 1) / E
    kap = 1 - b * c
    return b**2 * (1 - c**2) / kap**2 * (1 + w / E) / w**2 + 1 / (E**2 * kap)


for E, w, c in [(1.4, 0.3, 0.2), (2.7, 1.1, -0.6), (4.0, 2.5, 0.9)]:
    p = np.sqrt(E * E - 1)
    s = np.sqrt(1 - c * c)
    p4 = np.array([E, 0, 0, p])
    k4 = w * np.array([1, s, 0, c])
    for indices in ([0], [1, 2, 3]):        # Fermi, Gamow-Teller
        tree = lepton_trace(p4, ONE, ONE, indices)
        assert abs(lepton_trace(p4, G[0], ONE, indices) / tree - 1 / E) < 1e-12
        rate = 0
        for eps in (np.array([0, 0, 1, 0]), np.array([0, c, 0, -s])):
            O = slash(eps) @ (slash(p4 + k4) + ONE) / (2 * w * (E - p * c))
            rate += lepton_trace(p4, O, O, indices)
        assert abs(rate / tree / emission_weight(E, w, c) - 1) < 1e-11


# ---------- virtual photons from their loop integrals ----------
def vertex_loop(E, lam, Lam):
    """k0 by residues in the upper half plane, then |k| and angle by quadrature."""
    p = np.sqrt(E * E - 1)
    t0 = np.log(2 * p)
    fine = np.geomspace(1e-10, 0.5, 24)
    up, down = np.log(1e3 * Lam) - t0, t0 - np.log(1e-3 * lam)
    right = np.r_[0, fine, np.arange(1.0, up), up]
    left = np.r_[0, fine, np.arange(1.0, down), down]
    t, wt = panels(np.r_[t0 - left[::-1], t0 + right[1:]])
    k = np.exp(t)

    def summed_residues(mass):
        kk = k[:, None]
        pk = p * kk * COS
        w = np.sqrt(kk**2 + mass**2)
        Ei = np.sqrt(kk**2 + 2 * pk + E**2)
        photon = (2 * E - w + pk / E) / (
            -2 * w * (mass**2 - 2 * E * w - 2 * pk) * w)
        electron = (E - Ei + pk / E) / (
            -2 * Ei * (2 * E**2 + 2 * E * Ei + 2 * pk - mass**2) * (E + Ei))
        moving = (photon + electron) @ WCOS / 2
        r = k / (2 * p)
        ell = np.arctanh(np.minimum(r, 1 / r)) / (2 * p)
        static = -(2 * E * ell + k / (2 * E) * (1 - k * ell)) / (
            k * (k**2 + mass**2))
        return moving + static

    return -8 * np.sum(wt * k**3 * (summed_residues(lam) - summed_residues(Lam)))


def vertex_formula(E, lam, Lam):
    b, chi = np.sqrt(E * E - 1) / E, np.arccosh(E)
    return (2 / b * (PI**2 - chi**2 - li2(2 * b / (1 + b)) + 2 * chi * np.log(lam))
            + 2 * chi / b * (1 + b * b) + 2 * np.log(Lam) + 1 - 2 * chi / b)


def electron_wavefunction(lam, Lam):
    """On-shell derivative of the self-energy, Euclidean loop momentum."""
    lo, hi = np.log(1e-3 * lam), np.log(1e3 * Lam)
    t, wt = panels(np.linspace(lo, hi, 60))
    K = np.exp(t)[:, None]
    y, wy = np.polynomial.legendre.leggauss(200)
    smax = np.arcsinh(2 / K)
    s = smax * (y + 1) / 2
    x = K / 2 * np.sinh(s)
    dx = K / 2 * np.cosh(s) * smax / 2 * wy
    den = -K**2 - 2j * K * x
    num = 2 + 2j * K * x
    slope = -2 / den - num * 2 * (1 - 1j * K * x) / den**2
    weight = np.sqrt(np.maximum(1 - x**2, 0))
    angular = 2 * np.sum(dx * weight * slope.real, axis=1)
    K = K[:, 0]
    photon = -1 / (K**2 + lam**2) + 1 / (K**2 + Lam**2)
    return 2 / PI * np.sum(wt * K**4 * angular * photon)


def static_wavefunction(lam, Lam):
    t, wt = panels(np.linspace(np.log(1e-4 * lam), np.log(1e4 * Lam), 70))
    k = np.exp(t)
    return 2 * np.sum(wt * k**3 * ((k**2 + lam**2)**-1.5 - (k**2 + Lam**2)**-1.5))


def real_photons(E, E0, lam):
    b, D = np.sqrt(E * E - 1) / E, E0 - E
    t, wt = panels(np.linspace(np.log(1e-4 * lam), np.log(D), 50))
    k = np.exp(t)
    w = np.sqrt(k**2 + lam**2)
    kap = 1 - b * (k / w)[:, None] * COS
    soft = (2 / kap - (1 - b * b) / kap**2 - 1) @ WCOS / 2
    hard = (1 / kap) @ WCOS / 2
    emission = soft / w**2 * (1 + w / E) + hard / E**2
    return 2 * np.sum(wt * k**3 / w * (1 - w / D)**2 * emission)


# Tolerances 3e-3: neglected terms are of order 4 pi E/Lam and 10 lam.
lam, Lam = 1e-5, 1e5
ze, zh = electron_wavefunction(lam, Lam), static_wavefunction(lam, Lam)
ze_formula = -(np.log(Lam) + 2 * np.log(lam) + 9 / 4)
assert abs(ze - ze_formula) < 3e-3, (ze, ze_formula)
assert abs(zh - 2 * np.log(Lam / lam)) < 1e-5, zh

E0_test, mp_test = 5.0, 1836.0
offset = 3 * np.log(Lam / mp_test) + 1.5
rows = []
for E in (1.3, 2.0, 4.0):
    b = np.sqrt(E * E - 1) / E
    ver = vertex_loop(E, lam, Lam)
    assert abs(ver - vertex_formula(E, lam, Lam)) < 3e-3, (E, ver)
    rea = real_photons(E, E0_test, lam)
    total = ver + ze + zh + rea
    want = 2 * PI**2 / b + sirlin_g(E, E0_test, 1.0, mp_test) + offset
    assert abs(total - want) < 6e-3, (E, total, want)
    rows.append((E, ver, rea, total, want))

lam2 = 1e-4
parts2 = (vertex_loop(2.0, lam2, Lam), electron_wavefunction(lam2, Lam),
          static_wavefunction(lam2, Lam), real_photons(2.0, E0_test, lam2))
assert abs(sum(parts2) - rows[1][3]) < 1e-2
assert abs(parts2[3] - rows[1][2]) > 1.0      # single pieces do depend on lam

# ---------- constant left by massive soft photons ----------
for b in (0.2, 0.6, 0.95):
    chi = np.arctanh(b)

    def f(u):
        return 2 * np.arctanh(b * u) / (b * u) - (1 - b * b) / (1 - b * b * u * u) - 1
    f1 = 2 * (chi / b - 1)
    soft = 2 * (quad(lambda u: (f(u) - f1) / (1 - u * u), 0, 1)[0]
                - quad(f, 0, 1)[0])
    closed = 2 + 2 * chi / b - 2 / b * (chi**2 + li2(2 * b / (1 + b)))
    assert abs(soft - closed) < 1e-6


# ---------- spectrum average and large endpoint ----------
def average_g(E0, m, mp):
    top = np.arccosh(E0 / m)

    def weight(t):
        E = m * np.cosh(t)
        return (m * np.sinh(t))**2 * E * (E0 - E)**2 / E0**5
    norm = quad(weight, 0, top, epsabs=1e-13, limit=300)[0]
    val = quad(lambda t: weight(t) * sirlin_g(m * np.cosh(t), E0, m, mp),
               0, top, epsabs=1e-12, limit=300)[0]
    return val / norm


def asymptotic(E0, mp):
    return 3 * np.log(mp / (2 * E0)) + 81 / 10 - 4 * PI**2 / 3


def log_coefficient(x):
    return (4 * (1 - x) / (3 * x) - 3 + 4 * np.log((1 - x) / x)
            + (1 - x)**2 / (6 * x * x))


def remainder(x):
    L = np.log(x)
    return (-0.75 - 2 * PI**2 / 3
            + 4 * (L - 1) * ((1 - x) / (3 * x) - 1.5 + np.log(1 - x))
            + L * (4 + (1 - x)**2 / (6 * x * x) - 4 * L))


m_small, mp_big = 1e-5, 30.0
for x in (0.2, 0.5, 0.8):
    limit = (3 * np.log(mp_big / 2) + np.log(2 / m_small) * log_coefficient(x)
             + remainder(x))
    assert abs(sirlin_g(x, 1.0, m_small, mp_big) - limit) < 1e-5


def massless_mean(h):
    return quad(lambda x: 30 * x * x * (1 - x)**2 * h(x), 0, 1, epsabs=1e-12)[0]


mean_log, mean_rem = massless_mean(log_coefficient), massless_mean(remainder)
assert abs(mean_log) < 1e-8
assert abs(mean_rem - (81 / 10 - 4 * PI**2 / 3)) < 1e-8
far = average_g(1.0, 1e-4, mp_big) - asymptotic(1.0, mp_big)
assert abs(far) < 1e-3, far

# ---------- worked example ----------
pc = sc.physical_constants
me = pc['electron mass energy equivalent in MeV'][0]
mp = pc['proton mass energy equivalent in MeV'][0]
mn = pc['neutron mass energy equivalent in MeV'][0]
pref = sc.alpha / (2 * PI)
E0n = mn - mp

print("Loop test, m = 1, E0 = 5 m, m_p = 1836 m; units alpha/(2 pi)")
print(f"photon masses: lam = {lam:.0e} m, Lambda = {Lam:.0e} m")
print(f"electron wave function: loop {ze:.4f}, formula {ze_formula:.4f}")
print(f"static wave function:   loop {zh:.4f}, formula {2*np.log(Lam/lam):.4f}")
for E, ver, rea, total, want in rows:
    print(f"E = {E:.1f} m: vertex loop {ver:.4f}, "
          f"formula {vertex_formula(E, lam, Lam):.4f}")
    print(f"   real {rea:.4f}, total {total:.4f}, "
          f"2pi^2/beta + g + C = {want:.4f}")
print(f"constant C for this cutoff: {offset:.4f}")
print(f"E = 2 m with lam = {lam2:.0e} m: vertex {parts2[0]:.4f}, "
      f"electron {parts2[1]:.4f},")
print(f"   static {parts2[2]:.4f}, real {parts2[3]:.4f}, total {sum(parts2):.4f}")
print("Massless limit: coefficient of ln(2E0/m) in g at x = E/E0")
for x in (0.2, 0.5, 0.8):
    print(f"   x = {x:.1f}: {log_coefficient(x):.4f}")
print(f"its average vanishes to 1e-8: {abs(mean_log) < 1e-8}")
print(f"average of remainder: {mean_rem:.6f}")
print(f"81/10 - 4 pi^2/3 =    {81/10 - 4*PI**2/3:.6f}")
print(f"full minus asymptotic average at E0 = 10^4 m: {far:.2e}")
print("Free neutron, static limit")
print(f"m = {me:.6f} MeV, m_p = {mp:.4f} MeV, E0 = {E0n:.5f} MeV")
print(f"alpha/(2 pi) = {pref:.7f}")
for E in (0.6, 0.8, 1.0, 1.2):
    val = sirlin_g(E, E0n, me, mp)
    print(f"   E = {E:.1f} MeV: g = {val:.4f}, correction {100*pref*val:.4f} %")
print("Spectrum averages: E0 (MeV), full g, asymptotic g, difference")
for E0 in (E0n, 5.0, 20.0, 50.0):
    full, asy = average_g(E0, me, mp), asymptotic(E0, mp)
    print(f"   {E0:8.4f}  {full:9.5f}  {asy:9.5f}  {full-asy:10.6f}")
    print(f"      correction: full {100*pref*full:.4f} %, "
          f"asymptotic {100*pref*asy:.4f} %")
print("every check passed")
```

Output:

```
Loop test, m = 1, E0 = 5 m, m_p = 1836 m; units alpha/(2 pi)
photon masses: lam = 1e-05 m, Lambda = 1e+05 m
electron wave function: loop 9.2630, formula 9.2629
static wave function:   loop 46.0517, formula 46.0517
E = 1.3 m: vertex loop -3.6628, formula -3.6624
   real 10.4682, total 62.1201, 2pi^2/beta + g + C = 62.1205
E = 2.0 m: vertex loop -28.1131, formula -28.1128
   real 24.0573, total 51.2589, 2pi^2/beta + g + C = 51.2592
E = 4.0 m: vertex loop -61.7539, formula -61.7534
   real 43.0801, total 36.6409, 2pi^2/beta + g + C = 36.6411
constant C for this cutoff: 13.4927
E = 2 m with lam = 1e-04 m: vertex -14.1083, electron 4.6582,
   static 41.4465, real 19.2616, total 51.2581
Massless limit: coefficient of ln(2E0/m) in g at x = E/E0
   x = 0.2: 10.5452
   x = 0.5: -1.5000
   x = 0.8: -8.2014
its average vanishes to 1e-8: True
average of remainder: -5.059473
81/10 - 4 pi^2/3 =    -5.059473
full minus asymptotic average at E0 = 10^4 m: 2.08e-06
Free neutron, static limit
m = 0.510999 MeV, m_p = 938.2721 MeV, E0 = 1.29333 MeV
alpha/(2 pi) = 0.0011614
   E = 0.6 MeV: g = 15.6095, correction 1.8129 %
   E = 0.8 MeV: g = 13.5026, correction 1.5682 %
   E = 1.0 MeV: g = 10.3848, correction 1.2061 %
   E = 1.2 MeV: g = 5.0220, correction 0.5833 %
Spectrum averages: E0 (MeV), full g, asymptotic g, difference
     1.2933   12.94381   12.62154    0.322271
      correction: full 1.5033 %, asymptotic 1.4659 %
     5.0000    8.73294    8.56489    0.168052
      correction: full 1.0143 %, asymptotic 0.9947 %
    20.0000    4.43628    4.40601    0.030273
      correction: full 0.5152 %, asymptotic 0.5117 %
    50.0000    1.66457    1.65714    0.007434
      correction: full 0.1933 %, asymptotic 0.1925 %
every check passed
```
